# Pairing, normalization and completeness of the RPA eigenvectors, part 2

The random-phase approximation (RPA) eigenvalue problem for $N$ particle-hole pairs is

$$
\begin{pmatrix} A & B\\ -B & -A\end{pmatrix}\begin{pmatrix} X_n\\ Y_n\end{pmatrix}=\omega_n\begin{pmatrix} X_n\\ Y_n\end{pmatrix},\tag{1}
$$

or, written out,

$$
AX_n+BY_n=\omega_nX_n,\qquad BX_n+AY_n=-\omega_nY_n.\tag{8}
$$

Hartree atomic units are used. Until Part 11 orbitals are real and $A,B$ real symmetric. In $N\times N$ blocks,

$$
M=\begin{pmatrix}A&B\\B&A\end{pmatrix},\quad \eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \sigma=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad Z=\begin{pmatrix}X&Y\\Y&X\end{pmatrix},
$$

and $L=\eta M$ is the matrix in (1). The vector $z_n=(X_n;Y_n)$ has the partner $\bar z_n=\sigma z_n=(Y_n;X_n)$ with eigenvalue $-\omega_n$. Eigenvectors obey

$$
(\omega_m^*-\omega_n)\,z_m^\dagger\eta z_n=0 ,\tag{10}
$$

$$
z^T\eta z=\frac{z^TMz}{\omega},\tag{11}
$$

the second for real $z$ and $\omega\neq0$. Stability means that $A+B$ and $A-B$ are positive definite, equivalently $M>0$. Then $L$ is similar to $M^{1/2}\eta M^{1/2}$. Statement (b) says that $N$ roots are then positive, with $\Omega=\operatorname{diag}(\omega_1,\dots,\omega_N)$, and that their eigenvectors, the columns of $X$ and $Y$, can be chosen real with

$$
X^TX-Y^TY=1,\qquad X^TY-Y^TX=0.\tag{2}
$$

These results follow:

$$
XX^T-YY^T=1,\qquad XY^T-YX^T=0,\tag{3}
$$

$$
(A+B)(X+Y)=(X-Y)\,\Omega,\qquad (A-B)(X-Y)=(X+Y)\,\Omega ,\tag{12}
$$

$$
Z^T\eta Z=\begin{pmatrix}X^TX-Y^TY&X^TY-Y^TX\\Y^TX-X^TY&Y^TY-X^TX\end{pmatrix}=\begin{pmatrix}1&0\\0&-1\end{pmatrix}=\eta,\tag{15}
$$

$$
Z^{-1}=\eta Z^T\eta=\begin{pmatrix}X^T&-Y^T\\-Y^T&X^T\end{pmatrix},\tag{16}
$$

$$
(X-Y)(X+Y)^T=(XX^T-YY^T)+(XY^T-YX^T)=1 .\tag{18}
$$

Part 7 obtained $Z\eta Z^T=\eta$, which is (3), from (15) because $Z$ is square. Part 6 constructed $X$ and $Y$ from $S=(A-B)^{1/2}$ and $C=S(A+B)S$, whose eigenvalues are $\omega_n^2$. The plasmon formula for the correlation energy, still to be derived, is

$$
E_c=\tfrac12\Big(\sum_{n=1}^N\omega_n-\operatorname{Tr}A\Big)=-\sum_{n=1}^N\omega_n\,Y_n^TY_n .\tag{4}
$$

Occupied orbitals are $i,j$, virtual ones $a,b$, with energies $\varepsilon$, and $\Delta$ is the diagonal matrix of $\varepsilon_a-\varepsilon_i$. Rotating a Hartree–Fock determinant of energy $E_0$ by $e^{\hat\kappa}$, $\hat\kappa=\sum_{ia}\kappa_{ia}a_a^\dagger a_i$, gives to second order

$$
E(\kappa)-E_0=\langle\hat\kappa^\dagger(H-E_0)\hat\kappa\rangle+\operatorname{Re}\langle H\hat\kappa^2\rangle=\kappa^\dagger A\kappa+\operatorname{Re}\,\kappa^TB\kappa .\tag{6}
$$

With these $A$ and $B$, (1) is time-dependent Hartree–Fock theory (TDHF). In spin orbitals $B_{ia,jb}=(ia|jb)-(ib|ja)$. Direct RPA drops exchange-type terms: for singlets $A=\Delta+K$, $B=K$, $K_{ia,jb}=2(ia|jb)$; for triplets $A=\Delta$, $B=0$.

## 8. Spectral forms

The eigenvalue equations for all columns of $Z$ are $MZ=\eta Z\,\mathrm{diag}(\Omega,-\Omega)$. Let $W=\operatorname{diag}(\Omega,\Omega)$, so that $\operatorname{diag}(\Omega,-\Omega)=\eta W$. Multiplying from the left by $Z^T$ and using (15),

$$
Z^TMZ=Z^T\eta Z\,\eta W=\eta\,\eta W=W .\tag{20}
$$

The same matrix $Z$ brings $M$ to $W$ and $\eta$ to $\eta$. The two minus signs of a partner, one in its eigenvalue and one in its norm, cancel in (20).

Equation (20) gives the converse of (b). Suppose only that $N$ real eigenvectors with positive eigenvalues satisfy (2). Then (15), (16) and (20) follow as above. Any $v\ne0$ is $Zc$ with $c\neq0$, and $v^TMv=c^TWc>0$. So stability is necessary as well as sufficient for (2) to hold for real eigenvectors of $N$ positive roots. The restriction to real vectors matters, because (2) contains transposes without conjugation, and a factor $i$ would reverse the sign of $X_n^TX_n-Y_n^TY_n$.

Solving (20) for $M$ with (16), and noting $(Z^T)^{-1}=(Z^{-1})^T=\eta Z\eta$ and $\eta W\eta=W$,

$$
M=\eta Z\eta\,W\,\eta Z^T\eta=\eta\,ZWZ^T\,\eta .
$$

The diagonal blocks of $ZWZ^T$ are $X\Omega X^T+Y\Omega Y^T$ and its off-diagonal blocks are $X\Omega Y^T+Y\Omega X^T$. The two factors $\eta$ reverse the sign of the off-diagonal blocks only. Therefore

$$
A=X\Omega X^T+Y\Omega Y^T,\qquad B=-\big(X\Omega Y^T+Y\Omega X^T\big).\tag{21}
$$

Subtracting the two equations (21) gives the first of

$$
(X+Y)\,\Omega\,(X+Y)^T=A-B,\qquad (X+Y)\,\Omega^{-1}(X+Y)^T=(A+B)^{-1}.\tag{22}
$$

For the second, multiply the first equation of (12) from the right by $\Omega^{-1}(X+Y)^T$. The result is $(A+B)(X+Y)\Omega^{-1}(X+Y)^T=(X-Y)(X+Y)^T$, which equals 1 by (18).

For a complex number $s$ that is not an eigenvalue, (15) and (20) give $Z^T(M-s\eta)Z=W-s\eta$. Inverting both sides gives $Z^{-1}(M-s\eta)^{-1}(Z^T)^{-1}=(W-s\eta)^{-1}$, and multiplying by $Z$ on the left and $Z^T$ on the right,

$$
(M-s\eta)^{-1}=Z(W-s\eta)^{-1}Z^T=\sum_n\Big[\frac{z_nz_n^T}{\omega_n-s}+\frac{\bar z_n\bar z_n^T}{\omega_n+s}\Big].\tag{23}
$$

Let $d$ be a real vector of transition moments of the pairs and $\tilde d=(d;d)$. Then $z_n^T\tilde d=\bar z_n^T\tilde d=d^T(X_n+Y_n)\equiv\mu_n$, and

$$
\alpha(s)\equiv\tilde d^{\,T}(M-s\eta)^{-1}\tilde d=\sum_n\mu_n^2\Big[\frac1{\omega_n-s}+\frac1{\omega_n+s}\Big]=\sum_n\frac{f_n}{\omega_n^2-s^2},\qquad f_n=2\omega_n\mu_n^2 .\tag{24}
$$

This has the form of a sum-over-states polarizability, with the resonant term supplied by $z_n$ and the antiresonant term by its partner. The negative roots are thus not additional states. They carry the antiresonant half of the response of the same $N$ excitations, and make $\alpha$ even in $s$. On the imaginary axis, $s=iu$, the denominators are $\omega_n^2+u^2$. The two relations (22) give two sum rules,

$$
\sum_nf_n=2\,d^T(A-B)\,d,\qquad \alpha(0)=\sum_n\frac{2\mu_n^2}{\omega_n}=2\,d^T(A+B)^{-1}d .\tag{25}
$$

In direct RPA the first is $2\sum_p\Delta_pd_p^2$, independent of $K$. The interaction moves oscillator strength between modes and conserves the total.

For TDHF the second sum rule can be compared with a ground-state calculation. Add a term $F\hat z$ to the Hamiltonian, with $\hat z$ the sum of the electronic $z$ coordinates. For real $\kappa$ the energy (6) gains $F\langle\hat z\rangle+2F\,d^T\kappa$, with $d_{ia}=\langle i|z|a\rangle$ in spin orbitals, or $\sqrt2\langle i|z|a\rangle$ in the singlet basis. Terms of order $F\kappa^2$ are of third order once $\kappa\propto F$. Minimizing $\kappa^T(A+B)\kappa+2Fd^T\kappa$ gives $\kappa=-F(A+B)^{-1}d$ and the value $-F^2d^T(A+B)^{-1}d$. Equating it to $-\frac12\alpha F^2$ reproduces (25). The static TDHF polarizability is minus the second field derivative of the Hartree–Fock energy.

## 9. Boson meaning of the relations

Assign to each pair $p$ a boson with $[b_p,b_q^\dagger]=\delta_{pq}$ and $[b_p,b_q]=0$, and consider

$$
H_b=\sum_{pq}A_{pq}\,b_p^\dagger b_q+\tfrac12\sum_{pq}B_{pq}\big(b_p^\dagger b_q^\dagger+b_pb_q\big).\tag{26}
$$

Electron-hole pair operators $a_a^\dagger a_i$ are not bosons, and treating them as such is the approximation. For the Hamiltonian (26) itself, everything below is exact. The commutators are $[H_b,b_r^\dagger]=\sum_p(A_{pr}b_p^\dagger+B_{pr}b_p)$ and $[H_b,b_r]=-\sum_p(A_{pr}b_p+B_{pr}b_p^\dagger)$, where the factor $\frac12$ is removed by the two equal terms of $[b_pb_q,b_r^\dagger]=\delta_{qr}b_p+\delta_{pr}b_q$. Define

$$
Q_n^\dagger=\sum_p\big(X_{pn}b_p^\dagger-Y_{pn}b_p\big),\qquad Q_n=\sum_p\big(X_{pn}b_p-Y_{pn}b_p^\dagger\big).\tag{27}
$$

Then $[H_b,Q_n^\dagger]=\sum_p(AX_n+BY_n)_p\,b_p^\dagger+\sum_p(BX_n+AY_n)_p\,b_p$. Requiring this to equal $\omega_nQ_n^\dagger$ and comparing coefficients of $b_p^\dagger$ and $b_p$ gives exactly (8). The minus sign in (27) is tied to the sign convention of (1). With a plus sign in (27) the sign of $Y$ is reversed, and so is that of $B$ in (1).

The adjoint equation is $[H_b,Q_n]=-\omega_nQ_n$. The partner solution inserted into (27) gives $\sum_p(Y_{pn}b_p^\dagger-X_{pn}b_p)=-Q_n$. The pairing says that the adjoint of a raising operator is a lowering operator.

The commutators of the new operators are

$$
[Q_m,Q_n^\dagger]=\sum_p\big(X_{pm}X_{pn}-Y_{pm}Y_{pn}\big),\qquad [Q_m,Q_n]=\sum_p\big(-X_{pm}Y_{pn}+Y_{pm}X_{pn}\big).
$$

In the first, the $YY$ term is negative because $[b_p^\dagger,b_p]=-1$, and this is the origin of the indefinite metric. The relations (2) state that $[Q_m,Q_n^\dagger]=\delta_{mn}$ and $[Q_m,Q_n]=0$, so that the $Q_n$ are bosons.

The relations (3) invert the transformation:

$$
\sum_n\big(X_{pn}Q_n^\dagger+Y_{pn}Q_n\big)=\sum_q(XX^T-YY^T)_{pq}\,b_q^\dagger+\sum_q(YX^T-XY^T)_{pq}\,b_q=b_p^\dagger ,
$$

and the adjoint is $b_p=\sum_n(X_{pn}Q_n+Y_{pn}Q_n^\dagger)$. In matrix form the column $(b;b^\dagger)$ equals $Z(Q;Q^\dagger)$, and the row $(b^\dagger,b)$ equals $(Q^\dagger,Q)Z^T$.

A state annihilated by all $Q_n$ exists. The matrix $X$ is invertible, because $X^TX=1+Y^TY$ is positive definite. Let $T=YX^{-1}$. It is symmetric, since $X^TTX=X^TY$ is symmetric by (2) and $X$ is invertible. Take $|0\rangle\propto\exp(\frac12\sum T_{pq}b_p^\dagger b_q^\dagger)|{\rm vac}\rangle$. On such a state $b_p$ acts as $\partial/\partial b_p^\dagger$, so $b_p|0\rangle=\sum_qT_{pq}b_q^\dagger|0\rangle$ and $Q_n|0\rangle=\sum_q(X^TT-Y^T)_{nq}b_q^\dagger|0\rangle$. This vanishes because $X^TT=X^TT^T=(TX)^T=Y^T$. For the norm, note that

$$
1-T^2=1-T^TT=(X^T)^{-1}\big(X^TX-Y^TY\big)X^{-1}=(X^T)^{-1}X^{-1}>0,
$$

so each eigenvalue $t$ of $T$ has $|t|<1$. An orthogonal rotation of the bosons diagonalizes $T$ and factorizes the state. Each factor has squared norm $\sum_k(t/2)^{2k}(2k)!/(k!)^2$, in which the ratio of successive terms tends to $t^2$, so the series converges.

With $|n\rangle=Q_n^\dagger|0\rangle$, the inverse transformation gives

$$
X_{pn}=\langle n|b_p^\dagger|0\rangle,\qquad Y_{pn}=\langle n|b_p|0\rangle .\tag{28}
$$

The amplitude $X$ is for reaching the excited state by creating a pair, and $Y$ is for reaching it by destroying a pair already present in the correlated ground state. The ground-state averages follow from $\langle Q_mQ_n^\dagger\rangle=\delta_{mn}$, all other products having zero average: $\langle b_pb_q^\dagger\rangle=(XX^T)_{pq}$, $\langle b_q^\dagger b_p\rangle=(YY^T)_{pq}$ and $\langle b_pb_q\rangle=(XY^T)_{pq}$. The completeness relations (3) are the commutators $[b_p,b_q^\dagger]=\delta_{pq}$ and $[b_p,b_q]=0$ evaluated in the ground state with the one-quantum states inserted. The number of pairs in the ground state is $\operatorname{Tr}YY^T$, and $(YY^T)_{pp}$ is the occupation of pair $p$. A boson can be created any number of times, but an electron-hole pair of spin orbitals can be created only once, and a singlet pair, which combines both spins, at most twice. The boson treatment therefore requires these occupations to be small compared with 1. This is not sufficient: Part 10 shows that for TDHF with all spin-orbital pairs, spin-flip pairs included, the boson energy overcounts by a factor 2 even at weak coupling.

## 10. The plasmon formula

The quadratic form $\frac12(b^\dagger,b)M(b;b^\dagger)$ contains the $B$ terms of (26) and $\frac12\sum A_{pq}(b_p^\dagger b_q+b_pb_q^\dagger)$. Reordering $b_pb_q^\dagger=b_q^\dagger b_p+\delta_{pq}$ and using the symmetry of $A$ turns the latter into $\sum A_{pq}b_p^\dagger b_q+\frac12\operatorname{Tr}A$. Hence, with (20),

$$
H_b=\tfrac12(Q^\dagger,Q)\,Z^TMZ\begin{pmatrix}Q\\Q^\dagger\end{pmatrix}-\tfrac12\operatorname{Tr}A=\tfrac12\sum_n\omega_n\big(Q_n^\dagger Q_n+Q_nQ_n^\dagger\big)-\tfrac12\operatorname{Tr}A ,
$$

and one more reordering gives

$$
H_b=\sum_n\omega_nQ_n^\dagger Q_n+E_c,\qquad E_c=\tfrac12\Big(\sum_n\omega_n-\operatorname{Tr}A\Big).\tag{29}
$$

The first term is non-negative and annihilates $|0\rangle$, so $E_c$ is the ground-state energy, measured from the bare vacuum, in which $H_b$ has zero average. It is a difference of zero-point energies. The trace of $A$ is the sum of the excitation energies of the Tamm–Dancoff approximation, which sets $B=0$. It is not the sum of the bare differences $\Delta_p$; in direct RPA it exceeds that sum by $\operatorname{Tr}K$.

The trace of (21) gives $\operatorname{Tr}A=\sum_n\omega_n(X_n^TX_n+Y_n^TY_n)$. With $X_n^TX_n=1+Y_n^TY_n$ this is $\sum_n\omega_n(1+2Y_n^TY_n)$, and (29) becomes $E_c=-\sum_n\omega_nY_n^TY_n$, the second form in (4). The correlation energy is never positive, and it vanishes only if $Y=0$. By (21), $Y=0$ implies $B=0$.

A third form uses $T$. Multiplying $AX+BY=X\Omega$ from the right by $X^{-1}$ gives $A+BT=X\Omega X^{-1}$. The trace of the right side is $\sum_n\omega_n$, so

$$
E_c=\tfrac12\operatorname{Tr}(BT).\tag{30}
$$

Multiplying $BX+AY=-Y\Omega$ from the right by $X^{-1}$ gives $B+AT=-Y\Omega X^{-1}=-TX\Omega X^{-1}=-T(A+BT)$, that is

$$
B+AT+TA+TBT=0 ,
$$

the Riccati equation of ring coupled-cluster doubles.

The equation is quadratic in $T$, and the same steps show that any $N$ eigenvectors of (1) with invertible $X$ give a solution. The one built from the positive roots vanishes for $B=0$, where $Y=0$, and for it the equation gives the weak-coupling limit. To first order in the interaction, $A\to\Delta$ and $TBT$ is dropped, so $T_{pq}=-B_{pq}/(\Delta_p+\Delta_q)$ and $E_c\to-\frac12\sum_{pq}B_{pq}^2/(\Delta_p+\Delta_q)$. For singlet direct RPA, $B=2(ia|jb)$ gives $-2\sum(ia|jb)^2/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)$, the direct term of closed-shell second-order Møller–Plesset theory, and the triplets, with $B=0$, add nothing. For TDHF with all pairs of spin orbitals, spin-flip pairs included, $B$ is the antisymmetrized integral $\langle ij\|ab\rangle$, and the limit is $-\frac12\sum|\langle ij\|ab\rangle|^2/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)$, which is twice the second-order energy with its factor $\frac14$. The reason is that $(ia,jb)$ and $(ib,ja)$ are different boson states but the same doubly excited determinant. When $i$ and $j$ have opposite spins, one of these two states consists of spin-flip pairs. If those pairs are left out, only the same-spin part of the second-order energy is doubled. Formula (29) is used here as an electronic correlation energy for direct RPA only.

For direct RPA there is a fourth form, a frequency integral. Here $S=\Delta^{1/2}$ and $C=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}$. Let $G=u^2+\Delta^2$ and $D=\Delta G^{-1}$, both diagonal, and $P(u)=2D^{1/2}KD^{1/2}$. Then $u^2+C=G^{1/2}(1+P)G^{1/2}$, and taking determinants,

$$
\operatorname{Tr}\ln(1+P)=\ln\frac{\det(u^2+C)}{\det G}=\sum_n\ln\frac{u^2+\omega_n^2}{u^2+\Delta_n^2}.
$$

The integral $I(a)=\int_0^\infty\ln[(u^2+a^2)/(u^2+c^2)]\,du$ for $a,c>0$ has $I'(a)=\int_0^\infty2a\,du/(u^2+a^2)=\pi$ and $I(c)=0$, so $I(a)=\pi(a-c)$. The same elementary integral gives $\int_0^\infty\operatorname{Tr}P\,du=\sum_pK_{pp}\int_0^\infty2\Delta_p\,du/(u^2+\Delta_p^2)=\pi\operatorname{Tr}K$. Therefore

$$
\frac1{2\pi}\int_0^\infty du\,\operatorname{Tr}\big[\ln(1+P)-P\big]=\tfrac12\Big(\sum_n\omega_n-\operatorname{Tr}\Delta-\operatorname{Tr}K\Big)=E_c .\tag{31}
$$

The left side needs no eigenvectors and no RPA eigenvalues, so its numerical quadrature is an independent test of (29).

## 11. Complex orbitals

With complex orbitals $A$ is Hermitian, $B$ is complex symmetric, and

$$
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\qquad L=\eta M=\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}.
$$

The matrix $M$ is Hermitian, because $(B^*)^\dagger=B^T=B$ and $(A^*)^\dagger=A^T=A^*$. The exchange symmetry now includes a conjugation, $\sigma M^*\sigma=M$, so that $\sigma L^*\sigma=-L$ and $L\sigma=-\sigma L^*$. Conjugating $Lz=\omega z$ gives $L^*z^*=\omega^*z^*$, and then $L\sigma z^*=-\omega^*\sigma z^*$. The partner is $\bar z=(Y^*;X^*)$ with eigenvalue $-\omega^*$. A second symmetry is $L^\dagger=M\eta=\eta L\eta$. The eigenvalues of $L^\dagger$ are the conjugates of those of $L$, and $\eta L\eta$ is similar to $L$, so the spectrum is closed under $\omega\to\omega^*$. The two operations together give $\omega\to-\omega$, and the pairing of eigenvalues holds in general. Both closures were confirmed numerically for a random unstable case with $N=5$, which has non-real roots.

Stability is now the condition $M>0$. It no longer separates into conditions on $A\pm B$, and the construction of Part 6 does not apply. Equation (10), the similarity to the Hermitian matrix $M^{1/2}\eta M^{1/2}$ and equation (11) carry over with $\dagger$ in place of $T$. With $Z=\begin{pmatrix}X&Y^*\\Y&X^*\end{pmatrix}$ one finds $Z^\dagger\eta Z=\eta$, and the argument of Part 7 gives $Z\eta Z^\dagger=\eta$. The upper blocks are

$$
X^\dagger X-Y^\dagger Y=1,\qquad X^\dagger Y^*-Y^\dagger X^*=0,\qquad XX^\dagger-Y^*Y^T=1,\qquad XY^\dagger-Y^*X^T=0 .
$$

The second of these is the conjugate of $X^TY=Y^TX$. The completeness relation contains $Y^*Y^T$, which is the complex conjugate of $YY^\dagger$ and in general differs from it. The first, third and fourth relations were confirmed numerically for a random stable case with $N=5$.

The spectral forms, the boson interpretation and the plasmon formula have been derived, and the normalization and completeness relations have been extended to complex orbitals. What remains is to examine the limits and failures of the relations and to test them numerically on a two-transition model and on LiH.
